\section*{Band bending in a fully depleted spherical nanocrystal}

\section*{Problem}

A spherical semiconductor nanocrystal of radius $R$ contains singly ionised donors of uniform density $N$. Every electron released by the donors has been captured by traps at the surface, so the interior holds no mobile charge. The static dielectric constant $\kappa$ is isotropic.

\begin{enumerate}
\item Find the conduction-band edge $E_C(r)$ relative to its value at the centre, and hence the centre-to-surface band bending.
\item Evaluate the bending for zinc oxide with $R=10$ nm and $N=10^{19}\ \mathrm{cm^{-3}}$. Find the surface field and the density of trapped electrons.
\item Where must the Fermi level lie for the assumption of full depletion to hold at 300 K?
\item Does confinement of an electron in the bent band strengthen or weaken that assumption?
\end{enumerate}

For zinc oxide take the rough typical values $\kappa=8.5$, electron mass $m=0.28$ in units of the free-electron mass, and band gap $3.3$ eV.

The algebra uses Hartree atomic units, $\hbar=m_e=e=4\pi\varepsilon_0=1$, with temperature $T$ measured as an energy. Numbers are given in nm, eV and related units. The band edge is an electron energy: where the electrostatic potential $\phi$ falls, the band edge rises.

\section*{Hints}

\begin{enumerate}
\item Put a spherical Gauss surface inside the crystal. Which charges does it enclose? Does the surface charge matter there?
\item The electron has charge $-1$, so its potential energy is $-\phi$. Fix the sign of the slope of the band edge before integrating.
\item To restore ordinary units in an electrostatic energy, insert one factor $e^2/(4\pi\varepsilon_0)=1.43996$ eV nm.
\item For the third part, let the Fermi level lie a distance $u$ below the band edge at the centre. Count the thermal electrons that collect there.
\item For the fourth part, compare the band edge with the potential energy of a harmonic oscillator.
\end{enumerate}

\section*{Solution}

\subsection*{The band profile}

Define
\begin{equation}
w(r)=E_C(r)-E_C(0)=-[\phi(r)-\phi(0)] .
\end{equation}
A sphere of radius $r<R$ encloses the donor charge
\begin{equation}
Q(r)=\int_0^r 4\pi s^2N\,ds=\frac{4\pi N r^3}{3}.
\end{equation}
By symmetry the electric field $F$ is radial and depends on $r$ alone. Gauss's law in the dielectric reads $4\pi r^2\kappa F=4\pi Q$, so
\begin{equation}
F(r)=\frac{Q(r)}{\kappa r^2}=\frac{4\pi N r}{3\kappa}.
\end{equation}
The field points outward, because the enclosed charge is positive. Since $F=-d\phi/dr$ and $w$ differs from $-\phi$ by a constant,
\begin{equation}
\frac{dw}{dr}=F(r)=\frac{4\pi N r}{3\kappa}.
\end{equation}
Integration from the centre, where $w=0$, gives
\begin{equation}
w(r)=\frac{4\pi N}{3\kappa}\int_0^r s\,ds=\frac{2\pi N r^2}{3\kappa}.
\end{equation}
The centre-to-surface bending is therefore
\begin{equation}
\boxed{\Delta=w(R)=\frac{2\pi N R^2}{3\kappa}}
\qquad\text{or}\qquad
\Delta=\frac{e^2NR^2}{6\kappa\varepsilon_0}\ \text{in SI units.}
\label{bending}
\end{equation}
The SI form follows by inserting $e^2/(4\pi\varepsilon_0)$: the factor $2\pi/3$ divided by $4\pi$ is $1/6$.

The band bends upward towards the surface. An electron is attracted by the positive donors and has its lowest potential energy at the centre. The profile is quadratic, so half the radius carries one quarter of the bending.

The trapped electrons do not appear in the derivation. A uniform charged shell produces no field inside itself, and a spherically symmetric medium outside changes the potential of the whole interior by one constant. Neither alters a difference of the electrostatic potential between two interior points. An electron's interaction with its own image in the dielectric boundary is a separate term, left out here. At the centre it is $(1/\kappa_{\rm out}-1/\kappa)/(2R)$, about $0.06$ eV for the example below in vacuum, and it grows towards the surface. Neutrality matters only for the number of trapped electrons. This was tested by solving Poisson's equation on a radial grid for the example below, with outside dielectric constants 1, 2 and 20 and with all, half and none of the released electrons on the surface, respectively. The bending agreed with Eq.~(\ref{bending}) to four digits in each case.

Two scalings follow. At fixed donor density, $\Delta$ grows as $R^2$. At fixed donor number $n=4\pi NR^3/3$, substitution of $N=3n/(4\pi R^3)$ gives
\begin{equation}
\Delta=\frac{2\pi R^2}{3\kappa}\,\frac{3n}{4\pi R^3}=\frac{n}{2\kappa R},
\label{number}
\end{equation}
which falls as the particle grows. For comparison, a depleted slab has slope $4\pi Nx/\kappa$ at distance $x$ from its midplane. Its bending over a half-thickness $R$ is $2\pi NR^2/\kappa$, three times that of the sphere at equal $N$, $R$ and $\kappa$. In the sphere the field lines spread over a growing area, which weakens the field.

\subsection*{Numbers for zinc oxide}

One cubic centimetre is $10^{21}\ \mathrm{nm^3}$, so $N=0.0100\ \mathrm{nm^{-3}}$. Then
\begin{equation}
\Delta=\frac{2\pi(1.43996\ \mathrm{eV\,nm})(0.0100\ \mathrm{nm^{-3}})(10.0\ \mathrm{nm})^2}{3(8.5)}
=0.3548\ \mathrm{eV}.
\end{equation}
This equals $0.01304$ hartree. The dielectric constant is known here to two figures at best, so the physical statement is $\Delta\approx0.35$ eV; further digits serve for comparisons within the model. At $r=5$ nm the band has risen by $0.0887$ eV.

The surface field follows from the slope at $R$:
\begin{equation}
F(R)=\frac{4\pi NR}{3\kappa}=\frac{2\Delta}{R}.
\end{equation}
With $2(0.3548)/10.0=0.0710$ V/nm and $1\ \mathrm{V/nm}=10$ MV/cm, this is $0.71$ MV/cm.

The particle contains
\begin{equation}
n=\frac{4\pi}{3}(0.0100)(10.0)^3=41.9
\end{equation}
donors on average. If the particle is neutral and depleted, the traps hold the same number of electrons, with areal density
\begin{equation}
\sigma=\frac{n}{4\pi R^2}=\frac{NR}{3}=0.0333\ \mathrm{nm^{-2}}=3.3\times10^{12}\ \mathrm{cm^{-2}}.
\end{equation}

Could such a field create carriers and spoil the depletion? An electron crossing from the surface to the centre gains at most $\Delta$ from the field, which is $0.11$ of the gap. That is too little to create an electron-hole pair. Band-to-band tunnelling needs valence states at the surface level with conduction states at the centre. Measured from $E_C(0)$, the valence edge at the surface lies at $0.35-3.3\approx-2.9$ eV, far below the conduction edge. Both processes are thus excluded by energy within this model, without added bias or illumination.

\subsection*{When is the particle depleted?}

Small size does not guarantee depletion; the traps must also be deep enough. Let
\begin{equation}
u=E_C(0)-E_F .
\end{equation}
The centre is where electrons return first, because the band edge is lowest there. If few return, the profile keeps its quadratic form, and it is useful to write it as
\begin{equation}
w(r)=\Delta\frac{r^2}{R^2}=\frac12m\omega^2r^2,
\qquad
\omega^2=\frac{2\Delta}{mR^2}=\frac{4\pi N}{3\kappa m}.
\label{omega}
\end{equation}
When $u$ is several times $T$, the Fermi function reduces to a Boltzmann factor. With two spin states and one quantum state per phase-space volume $(2\pi)^3$, the number of electrons left inside is
\begin{align}
n_{\rm left}
&=\frac{2e^{-u/T}}{(2\pi)^3}\int d^3p\,e^{-p^2/(2mT)}\int d^3r\,e^{-m\omega^2r^2/(2T)}\nonumber\\
&=\frac{2e^{-u/T}}{(2\pi)^3}\,(2\pi mT)^{3/2}\left(\frac{2\pi T}{m\omega^2}\right)^{3/2}
=2e^{-u/T}\left(\frac{T}{\omega}\right)^3 .
\label{left}
\end{align}
Each integral is a product of three Gaussian integrals. The spatial one has been extended to infinity, which is harmless when $\Delta\gg T$; here $\Delta/T=13.7$ at 300 K.

To evaluate $\omega$ we need $\hbar^2/m_e$ in ordinary units. One hartree is $0.3548/0.01304=27.2$ eV, and $\hbar^2/m_e$ is the square of $e^2/(4\pi\varepsilon_0)$ divided by the hartree, $(1.43996)^2/27.2=0.0762\ \mathrm{eV\,nm^2}$. Hence
\begin{equation}
\hbar\omega=\sqrt{\frac{2(0.3548)(0.0762)}{0.28\,(10.0)^2}}\ \mathrm{eV}=0.0439\ \mathrm{eV}.
\end{equation}
For $u=0.10$ eV and $T=0.02585$ eV, Eq.~(\ref{left}) gives $n_{\rm left}=2e^{-3.87}(0.589)^3\approx0.0085$. With a continuous donor charge and band states only, the particle is then depleted to an excellent approximation.

For smaller $u$ the electrons change the band profile that holds them, and Boltzmann statistics fails. Poisson's equation was therefore also integrated with charge density $N-n_e(r)$, where $n_e$ is the Fermi--Dirac density of a parabolic band at the local edge. Holding $R$, $N$, $\kappa$, $m$ and the temperature of 300 K fixed gives:

\begin{center}
\begin{tabular}{rccc}
$u$ (eV) & bending (eV) & $n_{\rm left}$ & $E_C(R)-E_F$ (eV)\\
\hline
$-0.03$ & 0.271 & 2.56 & 0.241\\
$0.00$ & 0.332 & 0.50 & 0.332\\
$0.10$ & 0.354 & 0.0085 & 0.454\\
$0.20$ & 0.355 & 0.00018 & 0.555
\end{tabular}
\end{center}

At $u=0.10$ eV the count agrees with the estimate above. Between the last two rows it falls by a factor $0.021$, as expected from $e^{-0.10/0.0259}=0.021$. The last column answers the third question. In this model a Fermi level about $0.45$ eV below the conduction edge at the surface suffices at 300 K: $0.35$ eV for the bending and $0.10$ eV as margin. This holds for a continuous donor charge. Discrete donors are unscreened in a depleted particle and bind an electron by about $E_d=m/(2\kappa^2)=0.053$ eV. Counting these levels in the same way gives $2Ne^{-(u-E_d)/T}(\pi TR^2/\Delta)^{3/2}\approx0.35$ electron at $u=0.10$ eV, about forty times the band count though still below $1\%$ of the donor number, and $0.007$ at $u=0.20$ eV. Random donor positions call for a larger margin still, as Variation 1 explains. The traps must also be numerous enough to hold all $42$ electrons with the Fermi level there.

The row $u=0$ has an instructive feature. Only half an electron remains, about $1.2\%$ of the donor number, yet the bending is $6\%$ below the fully depleted value. The reason is position. An electron at radius $r$ adds its field only beyond $r$, so it reduces the bending by
\begin{equation}
\frac1\kappa\int_r^R\frac{ds}{s^2}=\frac1\kappa\left(\frac1r-\frac1R\right).
\end{equation}
This is largest for charge near the centre, where the electrons gather. By Eq.~(\ref{number}) a donor contributes only $1/(2\kappa R)$ on average.

Heating weakens the depletion. At 600 K, with $u=0.10$ eV and all material parameters held fixed, the integration leaves $0.53$ electrons and a bending of $0.338$ eV, $5\%$ below the depleted value. A hot particle needs a larger margin.

Without surface traps the situation is quite different. A neutral crystal with this donor density has its Fermi level $0.049$ eV above the conduction edge at 300 K. Far from its surfaces it is a degenerate conductor with flat bands. The upward bending found above is produced by removing the electrons, so Eq.~(\ref{bending}) cannot be used when the traps fail to do so.

\subsection*{The effect of confinement}

The count above treats position and momentum classically. Equation~(\ref{omega}) shows that an electron in the depleted particle moves in a three-dimensional harmonic well. Each direction contributes a zero-point energy $\omega/2$, so the lowest level lies above the centre band edge by
\begin{equation}
E_0=\frac32\,\hbar\omega=\frac32(0.0439\ \mathrm{eV})=0.066\ \mathrm{eV}.
\end{equation}
The oscillator length $\sqrt{\hbar^2/(m\,\hbar\omega)}$, with $m$ here the numerical factor $0.28$, is $\sqrt{0.0762/(0.28\times0.0439)}=2.5$ nm. This is a quarter of the radius, so the surface hardly disturbs the state. A numerical diagonalisation with an impenetrable wall at $R$ gives the same $0.066$ eV.

For a dilute population the quantum correction can be found in closed form. One direction contributes the sum
\begin{equation}
\sum_{j=0}^{\infty}e^{-(j+1/2)\omega/T}
=\frac{e^{-\omega/(2T)}}{1-e^{-\omega/T}}
=\frac{1}{2\sinh(\omega/2T)},
\end{equation}
in place of the classical $T/\omega$. With $x=\omega/(2T)$, the ratio of quantum to classical counts in three directions is
\begin{equation}
\left(\frac{x}{\sinh x}\right)^3 .
\end{equation}
It is below one because $\sinh x>x$ for $x>0$. Here $x=0.0439/(2\times0.0259)=0.85$, and the ratio is about $0.7$. Confinement therefore strengthens the assumption of depletion: at the same $u$, fewer electrons stay inside. The correction concerns a smooth well and independent electrons. The mean-field table leaves this correction out. When the average number is near one, it also includes a repulsion of the electron from its own average charge. Its first two rows therefore indicate the trend rather than precise occupations.

\subsection*{The model beside a real particle}

The dielectric constant, mass and gap used here are roughly typical of zinc oxide. The donor density is that of heavily doped material. The required trap density is modest: a solid surface has roughly $10^{15}$ atoms per $\mathrm{cm^2}$, so about one trapped electron per 300 surface atoms is enough to hold the donor electrons. Wurtzite zinc oxide is also polar: its spontaneous polarisation, roughly $0.03$ to $0.06\ \mathrm{C/m^2}$, places a bound charge of $2$ to $4\times10^{13}\ \mathrm{cm^{-2}}$ at the poles of the unique axis. The results above assume that this charge is compensated at the surface; uncompensated, it would give a field of several MV/cm, well above the donor field. Whether a given surface supplies traps at the required depth depends on its preparation and surroundings, and must be established separately. If it does not, the bending drops, to roughly $0.3$ eV at $u=-0.03$ eV and towards zero as the traps fail altogether. Contact with neighbouring particles breaks the spherical symmetry, and its effect is not estimated here. Even in an isolated, depleted particle, one assumption is plainly strained: $42$ donors with a typical spacing $N^{-1/3}=4.6$ nm are not a continuous charge. The first variation gives the size of that effect.

\section*{Variation 1: donors at random positions}

\textit{Question.} The donors are placed independently and uniformly, and their number varies from particle to particle with a Poisson distribution of mean $n$. How much does the bending vary? Define it now as the average band edge over the surface minus the band edge at the centre.

\textit{Solution.} Averaged over a sphere of radius $R$, the potential of a unit point charge at radius $s$ is $1/R$ for $s<R$ and $1/s$ for $s\ge R$. At the centre it is $1/s$ in both cases. A charge on or outside the surface therefore drops out of the difference. This covers trapped electrons in any arrangement, and also the polarisation charge on the dielectric boundary. A donor inside lowers the electron energy by $1/(\kappa s)$ at the centre and by $1/(\kappa R)$ on average at the surface. It contributes
\begin{equation}
g(s)=\frac1\kappa\left(\frac1s-\frac1R\right)
\end{equation}
to the bending. The mean is
\begin{align}
\langle\Delta\rangle
&=\int_0^R4\pi s^2N g(s)\,ds
=\frac{4\pi N}{\kappa}\int_0^R\left(s-\frac{s^2}{R}\right)ds\nonumber\\
&=\frac{4\pi N}{\kappa}\left(\frac{R^2}{2}-\frac{R^2}{3}\right)
=\frac{2\pi NR^2}{3\kappa},
\end{align}
which recovers Eq.~(\ref{bending}) by a separate route.

For the variance, divide the sphere into small cells. Their donor numbers are independent, and each has a variance equal to its mean $N\,dV$. A cell's contribution to the bending is $g$ times its donor number, so the variances add as $g^2N\,dV$:
\begin{align}
\mathrm{var}(\Delta)
&=\int_0^R4\pi s^2N g^2(s)\,ds
=\frac{4\pi N}{\kappa^2}\int_0^R\left(1-\frac{2s}{R}+\frac{s^2}{R^2}\right)ds\nonumber\\
&=\frac{4\pi N}{\kappa^2}\left(R-R+\frac R3\right)
=\frac{4\pi NR}{3\kappa^2}=\frac{n}{\kappa^2R^2}.
\end{align}
Dividing the standard deviation by the mean from Eq.~(\ref{number}) gives
\begin{equation}
\frac{\sqrt n/(\kappa R)}{n/(2\kappa R)}=\frac{2}{\sqrt n}.
\end{equation}
For $n=41.9$ this is $31\%$, or $0.11$ eV. A random sample of $100\,000$ particles gave a mean of $0.355$ eV and a standard deviation of $0.109$ eV, in agreement.

The result $0.35$ eV is thus an average over many particles, and a single particle can differ from it appreciably. The relative spread falls only as $R^{-3/2}$ at fixed $N$. In a given particle the band minimum need not lie at the centre, and an electron may be held near a group of donors, so the depletion margin varies too. The spread of $0.11$ eV refers to the single point at the centre. An electron averages the potential over $\ell=2.5$ nm; replacing $1/s$ in $g$ by $\mathrm{erf}(s/\ell)/s$ reduces the spread to about $0.08$ eV. This is still comparable to the $0.10$ eV margin used above, and binding to donors lowers the level further, so at that Fermi level an appreciable share of the particles would keep an electron. Depleting nearly all of them requires a deeper Fermi level. The use of a macroscopic $\kappa$ also fails for a donor within atomic distances of the centre.

\section*{Variation 2: an anisotropic dielectric}

\textit{Question.} Zinc oxide has a uniaxial crystal structure. Let the dielectric constants along the principal axes be $\kappa_1,\kappa_2,\kappa_3$, and let the trapped charge arrange itself so that the surface is an equipotential. What replaces Eq.~(\ref{bending})?

\textit{Solution.} Poisson's equation for the electron energy $w=-[\phi-\phi(0)]$ becomes
\begin{equation}
\sum_{i=1}^3\kappa_i\frac{\partial^2w}{\partial x_i^2}=4\pi N .
\end{equation}
Try $w=a(x_1^2+x_2^2+x_3^2)$. It is constant on the sphere, as required, and each second derivative equals $2a$. Hence
\begin{equation}
2a(\kappa_1+\kappa_2+\kappa_3)=4\pi N,
\qquad
a=\frac{2\pi N}{\kappa_1+\kappa_2+\kappa_3}.
\end{equation}
With the mean $\bar\kappa=(\kappa_1+\kappa_2+\kappa_3)/3$,
\begin{equation}
\Delta=aR^2=\frac{2\pi NR^2}{3\bar\kappa}.
\end{equation}
The potential is unique once its surface value is fixed, apart from an added constant that cancels in $w$, so this is the solution. The isotropic formula survives with $\kappa$ replaced by the mean of the three components.

For rough components $7.8$, $7.8$ and $8.8$ the mean is $8.13$, and $\Delta=0.371$ eV. This is $4.5\%$ above the earlier value. The change comes entirely from using $8.13$ instead of $8.5$; at fixed $\bar\kappa$, anisotropy leaves this bending unchanged.

What changes is the trapped charge. For a neutral particle the field outside the equipotential surface vanishes, so the trapped density must cancel the normal displacement just inside. At a surface point with unit normal $(n_1,n_2,n_3)$ the field components are $2aRn_i$, and
\begin{equation}
\sigma=\frac{1}{4\pi}\sum_i\kappa_i(2aRn_i)n_i
=NR\,\frac{\sum_i\kappa_in_i^2}{\kappa_1+\kappa_2+\kappa_3}.
\end{equation}
Since $n_i^2$ averages to $1/3$ over the sphere, the mean is again $NR/3$. The density ranges from $3.2\times10^{12}\ \mathrm{cm^{-2}}$ on the equator to $3.6\times10^{12}\ \mathrm{cm^{-2}}$ at the poles of the unique axis. These numbers leave out the spontaneous polarisation $P$ of zinc oxide along the unique axis. Its bound charge adds a term $Pn_3$ to the required density, of opposite sign on the two hemispheres and several times larger than $NR/3$ at the poles, so the range quoted applies once that charge is compensated. If the traps cannot provide this variation, the surface is not an equipotential and a single number no longer describes the bending.

The main computed values are collected in the numerical output below; the remaining numbers follow from them by the short calculations shown.

\section*{Table of computed values}
\begin{verbatim}
radius R: 10.0 nm
donor density N: 1.0e+19 cm^-3 = 0.0100 nm^-3
dielectric constant (rough): 8.5
electron mass (rough): 0.28 m_e
band gap (rough): 3.3 eV
temperature: 300 K, kT = 0.0259 eV
e^2/(4 pi eps0): 1.43996 eV nm
donors in the particle: 41.89
mean donor spacing N^(-1/3): 4.64 nm
BENDING centre to surface: 0.3548 eV
bending converted: 0.01304 hartree
bending at half radius (grid): 0.0887 eV
bending at the surface (grid): 0.3548 eV
surface field: 0.710 MV/cm
trapped electrons needed: 3.333e+12 cm^-2
bending / kT: 13.72
bending / gap: 0.108
Self-consistent runs, margin = E_C(0) - E_F:
 margin -0.03 eV: bending 0.2708 eV, electrons left 2.56, E_C(R)-E_F 0.2408 eV
 margin  0.00 eV: bending 0.3321 eV, electrons left 0.496, E_C(R)-E_F 0.3321 eV
 margin  0.10 eV: bending 0.3543 eV, electrons left 0.00854, E_C(R)-E_F 0.4543 eV
 margin  0.20 eV: bending 0.3548 eV, electrons left 0.000178, E_C(R)-E_F 0.5548 eV
at 600 K, margin 0.10 eV: bending 0.3384 eV, electrons left 0.529
Fermi level above band edge, undepleted: 0.0493 eV
oscillator quantum: 0.0439 eV
lowest level above centre edge: 0.0659 eV
random-donor spread, formula: 0.1096 eV
random-donor relative spread: 30.9 %
sampled mean and spread: 0.3547, 0.1092 eV (100000 particles)
dielectric components (rough): (7.8, 7.8, 8.8)
mean of dielectric components: 8.133
bending with anisotropic dielectric: 0.3708 eV
\end{verbatim}
